# One-parameter double hybrids from the adiabatic connection: MP2 weights a² and a³: a numerical check

```python
# One-parameter double hybrids from the coupling-scaled Hamiltonian (hartree units).
# a: coupling; n_gam(r)=gam^3 n(gam r); g(a)=Ec[n_{1/a}]; W: electron repulsion.
# Under test: Ec^a[n]=a^2 g(a); complement Ebar=(1-a)E_Hx+Ec-a^2 g(a);
# E(al)=min_Psi <T+V+a V_HF+al a (W-V_HF)>+Ebar[n_Psi] has E0+E1=hybrid energy,
# no first-order density change, E2=a^2 MP2 (hybrid orbitals); g(0)=GL2;
# g=Ec -> MP2 weight a^2; g=(1-a)GL2+a Ec with GL2=MP2 -> a^3; g=a Ec -> still a^2.
# D: one-particle density matrix in the Loewdin orthonormal basis.
import numpy as np, sympy as sp
from scipy.constants import physical_constants
from pyscf import gto, dft, fci
from pyscf.dft import libxc
EV = physical_constants['Hartree energy in eV'][0]

def atom_grid():
    h = 0.06
    r = np.exp(np.arange(np.log(1e-5), np.log(20.0), h))
    ct, wt = np.polynomial.legendre.leggauss(3)
    ph = 2*np.pi*np.arange(6)/6
    u = np.array([[np.sqrt(1-c*c)*np.cos(p), np.sqrt(1-c*c)*np.sin(p), c] for c in ct for p in ph])
    wu = np.repeat(wt, 6)*2*np.pi/6
    return (r[:, None, None]*u[None]).reshape(-1, 3), ((h*r**3)[:, None]*wu[None]).ravel()

def helium(shells, scale=1.0):
    bas = [[l, [e0*b**k*scale, 1.0]] for l, e0, b, n in shells for k in range(n)]
    return gto.M(atom='He 0 0 0', basis={'He': bas}, verbose=0)

def ao_values(mol, X, coords):
    return np.asarray(mol.eval_gto('GTOval_sph_deriv1', np.ascontiguousarray(coords))) @ X

def density(ao, D):
    t = ao[0] @ D
    return np.array([np.maximum((t*ao[0]).sum(1), 0)] + [2*(t*ao[i]).sum(1) for i in (1, 2, 3)])

def gga(name, rho, w, a=1.0):
    # a^2 E[n_{1/a}] by change of variables, with derivatives in n and sigma
    rs = np.vstack([rho[:1]/a**3, rho[1:]/a**4])
    exc, vxc = libxc.eval_xc(name, rs, spin=0, deriv=1)[:2]
    return a*a*(w*rho[0]*exc).sum(), a*a*vxc[0], vxc[1]/a**3

class System:
    def __init__(s, mol, coords, w):
        s.mol, s.coords, s.w = mol, coords, w
        e, U = np.linalg.eigh(mol.intor('int1e_ovlp'))
        s.X = X = (U/np.sqrt(e)) @ U.T
        s.N, s.nocc = mol.nao, mol.nelectron//2
        s.T, s.V = X @ mol.intor('int1e_kin') @ X, X @ mol.intor('int1e_nuc') @ X
        s.eri = mol.intor('int2e')
        s.phys = s.eri.transpose(0, 2, 1, 3).reshape(s.N**2, s.N**2)
        s.ao = ao_values(mol, X, coords)
    def jk(s, D):
        d = (s.X @ D @ s.X).ravel()
        J = (s.eri.reshape(s.N**2, -1) @ d).reshape(s.N, s.N)
        return s.X @ J @ s.X, s.X @ (s.phys @ d).reshape(s.N, s.N) @ s.X
    def complement(s, D, a, wc, ws):
        # (1-a)(E_H+Ex) + wc Ec[n] - ws a^2 Ec[n_{1/a}] with PBE, and its matrix
        J = s.jk(D)[0]
        rho = density(s.ao, D)
        E, vr, vs = (1-a)*0.5*(J*D).sum(), 0.0, 0.0
        for c, name, sc in ((1-a, 'PBE,', 1.0), (wc, ',PBE', 1.0), (-ws, ',PBE', a)):
            if c != 0:
                e, p, q = gga(name, rho, s.w, sc)
                E, vr, vs = E+c*e, vr+c*p, vs+c*q
        m = s.ao[0]*(0.5*s.w*vr)[:, None]
        for i in (1, 2, 3):
            m = m + s.ao[i]*(2*s.w*vs*rho[i])[:, None]
        M = s.ao[0].T @ m
        return E, (1-a)*J + M + M.T
    def hybrid(s, a, wc, ws, tol):
        def fock(D):
            J, K = s.jk(D)
            return s.T+s.V+a*(J-K/2)+s.complement(D, a, wc, ws)[1]
        def occ(F):
            C = np.linalg.eigh(F)[1][:, :s.nocc]
            return 2*C @ C.T
        D = fixed_point(lambda D: occ(fock(D)), occ(s.T+s.V), tol)
        J, K = s.jk(D)
        E = ((s.T+s.V+0.5*a*(J-K/2))*D).sum()+s.complement(D, a, wc, ws)[0]+s.mol.energy_nuc()
        return E, D, s.mp2(fock(D))
    def mp2(s, F):
        e, C = np.linalg.eigh(F)
        C = s.X @ C
        o, v = C[:, :s.nocc], C[:, s.nocc:]
        I = np.einsum('pqrs,pi,qa,rj,sb->iajb', s.eri, o, v, o, v, optimize=True)
        d = e[:s.nocc, None]-e[None, s.nocc:]
        return (I*(2*I-I.transpose(0, 3, 2, 1))/(d[:, :, None, None]+d[None, None])).sum()
    def pair_space(s):
        # two-electron singlet S states: full CI for a spherical Hamiltonian
        loc, mol, Cs = s.mol.ao_loc_nr(), s.mol, []
        for i in range(mol.nbas):
            for j in range(i+1):
                if mol.bas_angular(i) == mol.bas_angular(j):
                    C = np.zeros((s.N, s.N))
                    for m in range(2*mol.bas_angular(i)+1):
                        C[loc[i]+m, loc[j]+m] = C[loc[j]+m, loc[i]+m] = 1
                    Cs.append(C/np.linalg.norm(C))
        s.P = np.array(Cs)
        Pa = (s.X @ s.P @ s.X).reshape(len(Cs), -1)
        W = Pa @ s.phys @ Pa.T
        s.W = (W+W.T)/2
    def one(s, h):
        M = 2*s.P.reshape(len(s.P), -1) @ (h @ s.P).reshape(len(s.P), -1).T
        return (M+M.T)/2
    def pair_dm(s, c):
        C = np.tensordot(c, s.P, 1)
        return 2*C @ C
    def weizsacker(s, D):
        rho = density(s.ao, D)
        k = rho[0] > 1e-30
        return (s.w[k]*(rho[1:, k]**2).sum(0)/(8*rho[0, k])).sum()

def fixed_point(step, x, tol):
    ys, rs = [], []
    for it in range(200):
        y = step(x); r = y-x
        if abs(r).max() < tol:
            return y
        if it < 30 and abs(r).max() > 0.05:
            x = x+0.5*r
            continue
        ys, rs = (ys+[y.ravel()])[-8:], (rs+[r.ravel()])[-8:]
        x = y
        if len(ys) > 1:
            c = np.linalg.lstsq((np.array(rs[:-1])-rs[-1]).T, -rs[-1], rcond=None)[0]
            x = (ys[-1]+c @ (np.array(ys[:-1])-ys[-1])).reshape(y.shape)
    raise RuntimeError('no convergence')

coords, wts = atom_grid()

# coupling scaling = density scaling; both ions in one unscaled s basis
sa = System(helium([(0, 0.05, 2.0, 20)]), coords, wts); sa.pair_space()
def ion(Z, a):
    E, U = np.linalg.eigh(sa.one(sa.T+Z/2*sa.V)+a*sa.W)
    D = sa.pair_dm(U[:, 0])
    return E[0]-(Z/2*sa.V*D).sum()-sa.weizsacker(D)-a*0.25*(sa.jk(D)[0]*D).sum(), D
a = 0.6
ec_a, D_a = ion(2.0, a); ec_1, D_1 = ion(2.0/a, 1.0)
n_scaled = density(ao_values(sa.mol, sa.X, coords/a), D_a)[0]/a**3
dn = (wts*abs(n_scaled-density(sa.ao, D_1)[0])).sum()
print(f"s-only 2e ion: a = {a}, Z = 2, Z/a = {2/a:.4f}")
print(f"  Ec^a[n] = {ec_a:.6f} Eh; Ec[n_1/a] = {ec_1:.6f} Eh; a^2 Ec[n_1/a] = {a*a*ec_1:.6f} Eh")
print(f"  int|n_1/a - n(Z/a)| = {dn:.1e} electrons")
assert abs(ec_a-a*a*ec_1) < 3e-5 and dn < 1e-3   # finite radial basis

# nonlinear perturbation theory by finite differences
R = 3.0
mol = gto.M(atom=f'Li 0 0 0; H 0 0 {R}', unit='Bohr', basis='sto-3g', verbose=0)
grid = dft.gen_grid.Grids(mol); grid.atom_grid = (30, 86); grid.prune = None; grid.build()
lih = System(mol, grid.coords, grid.weights)
eri_o = np.einsum('pqrs,pi,qj,rk,sl->ijkl', lih.eri, lih.X, lih.X, lih.X, lih.X, optimize=True)
def nonlinear_ci(a, al, Vref, D0):
    out = {}
    def step(D):
        vbar = lih.complement(D, a, 1, 1)[1]
        h1 = lih.T+lih.V+a*(1-al)*Vref+vbar
        addr, H = fci.direct_spin1.pspace(h1, al*a*eri_o, lih.N, (2, 2), np=400)
        E, U = np.linalg.eigh(H)
        ci = np.zeros(len(E)); ci[addr] = U[:, 0]
        Dn = fci.direct_spin1.make_rdm1(ci.reshape(15, 15), lih.N, (2, 2))
        out['E'] = E[0]-(vbar*Dn).sum()
        return Dn
    D = fixed_point(step, D0, 1e-10)
    return out['E']+lih.complement(D, a, 1, 1)[0]+mol.energy_nuc(), D
print(f"LiH/STO-3G, R = {R} bohr, PBE complement with density scaling")
h = 0.03
for a in (0.5, 0.8):
    Ehyb, D0, emp2 = lih.hybrid(a, 1, 1, 1e-11)
    J, K = lih.jk(D0)
    res = {k: nonlinear_ci(a, k*h, J-K/2, D0) for k in (-2, -1, 0, 1, 2)}
    first = lambda i: (8*(res[1][i]-res[-1][i])-(res[2][i]-res[-2][i]))/(12*h)
    E2 = (16*(res[1][0]+res[-1][0])-(res[2][0]+res[-2][0])-30*res[0][0])/(24*h*h)
    d1 = abs(first(1)).max()
    print(f"  a = {a}: E0+E1 = {res[0][0]+first(0):.8f} Eh; hybrid = {Ehyb:.8f} Eh")
    print(f"  a = {a}: E2 = {E2:.8f} Eh; MP2 = {emp2:.8f} Eh; a^2 MP2 = {a*a*emp2:.8f} Eh")
    print(f"  a = {a}: max|dD/dal| = {d1:.1e}")
    assert abs(res[0][0]+first(0)-Ehyb) < 2e-8 and abs(E2-a*a*emp2) < 2e-8 and d1 < 1e-6
ctrl = abs(nonlinear_ci(a, h, 0.75*J, D0)[1]-nonlinear_ci(a, -h, 0.75*J, D0)[1]).max()/(2*h)
print(f"  control, reference (3/4)v_H, a = {a}: max|dD/dal| = {ctrl:.2e}")
assert ctrl > 1e-3

# He: adiabatic connection at fixed full-CI density by Lieb maximisation
shells = [(0, 0.08, 2.0, 16), (1, 0.3, 2.5, 6), (2, 0.8, 2.5, 3)]
he = System(helium(shells), coords, wts); he.pair_space()
H0 = he.one(he.T+he.V)
E, U = np.linalg.eigh(H0+he.W)
Efci, c1 = E[0], U[:, 0]
Dt = he.pair_dm(c1); Jt = he.jk(Dt)[0]
r2 = (coords**2).sum(1)
pots = [he.ao[0].T @ (he.ao[0]*(wts*np.exp(-0.25*2.5**k*r2))[:, None]) for k in range(7)]+[Jt]
G = np.array([he.one(p) for p in pots])
mom, vext = (G @ c1) @ c1, (he.V*Dt).sum()
def lieb(a):
    b = np.zeros(len(G)); b[-1] = (1-a)/2
    ham = lambda b: H0+a*he.W+np.tensordot(b, G, 1)
    for it in range(60):
        E, U = np.linalg.eigh(ham(b)); c = U[:, 0]
        f, grad, A = E[0]-b @ mom, (G @ c) @ c-mom, (G @ c) @ U[:, 1:]
        M = 2*(A/(E[1:]-E[0])) @ A.T
        sc = 1/np.sqrt(np.diag(M))
        stp = sc*np.linalg.solve(M*np.outer(sc, sc), sc*grad)
        if grad @ stp < 1e-13:
            return f-vext, c @ he.W @ c, b, c
        t = 1.0
        while np.linalg.eigvalsh(ham(b+t*stp))[0]-(b+t*stp) @ mom < f-1e-11:
            t /= 2
        b = b+t*stp
    raise RuntimeError('no convergence')
Ts, EHx, b0, c0 = lieb(0.0)
g = lambda a: (lieb(a)[0]-Ts-a*EHx)/a**2
Ec, Wc1 = g(1.0), c1 @ he.W @ c1-EHx
gl2 = he.mp2(he.T+he.V+np.tensordot(b0, np.array(pots), 1))
g0 = 2*g(0.025)-g(0.05)
x, wx = np.polynomial.legendre.leggauss(5)
ac = sum(0.5*w*(lieb(0.5*(t+1))[1]-EHx) for t, w in zip(x, wx))
rho_t = density(he.ao, Dt)
dn0 = (wts*abs(density(he.ao, he.pair_dm(c0))[0]-rho_t[0])).sum()
TW, EH2 = he.weizsacker(Dt), 0.25*(Jt*Dt).sum()
print("He 16s6p3d: exponents s 0.08*2^k, p 0.3*2.5^k, d 0.8*2.5^k bohr^-2")
print(f"  E(FCI) = {Efci:.6f} Eh; int|n_KS - n_FCI| = {dn0:.1e} electrons")
print(f"  Ts(Lieb) = {Ts:.6f} Eh; Weizsaecker = {TW:.6f} Eh")
print(f"  E_Hx = {EHx:.6f} Eh; E_H/2 = {EH2:.6f} Eh")
print(f"  Ec = {Ec:.6f} Eh; int Wc da = {ac:.6f} Eh")
print(f"  GL2 sum = {gl2:.6f} Eh; g(a->0) = {g0:.6f} Eh")
print(f"  Wc(1) = {Wc1:.6f} Eh; affine 3Ec-GL2 = {3*Ec-gl2:.6f} Eh")
assert abs(Ts-TW) < 1e-4 and abs(EHx-EH2) < 1e-5 and dn0 < 5e-3   # density fixed by 8 moments
assert abs(ac-Ec) < 1e-7 and abs(g0-gl2) < 2e-5
print(f"  Ec(PBE) on FCI density = {gga(',PBE', rho_t, wts)[0]:.6f} Eh")
dev = np.zeros(3)
for a in (0.25, 0.5, 0.75):
    ga, aff, pbe = g(a), (1-a)*gl2+a*Ec, gga(',PBE', rho_t, wts, a)[0]/a**2
    dev = np.maximum(dev, abs(np.array([aff, Ec, a*Ec])-ga))
    print(f"  a={a}: g={ga:.6f} affine={aff:.6f} prop={a*Ec:.6f} PBE={pbe:.6f} Eh")
    rho_s = density(ao_values(helium(shells, 1/a**2), he.X, coords), Dt)
    assert abs(gga(',PBE', rho_s, wts)[0]-pbe) < 1e-7
    assert abs(a*gga('PBE,', rho_s, wts)[0]-gga('PBE,', rho_t, wts)[0]) < 1e-7
print(f"  max dev of g: affine {dev[0]:.6f}, constant {dev[1]:.6f}, prop {dev[2]:.6f} Eh")
assert dev[0] < 0.2*abs(gl2-Ec) and dev[0] < dev[1] < dev[2]

# weights by symbolic collection
s, C, M, L = sp.symbols('a Ec MP2 GL2')
weights = {}
for name, model, want in (('1DH', C, (1-s**2, s**2)), ('LS1DH', (1-s)*L+s*C, (1-s**3, s**3)),
                          ('prop', s*C, (1-s**3, s**2))):
    full = sp.expand(C-s**2*model+s**2*M)
    tot = sp.expand(full.subs(L, M))
    weights[name] = (tot.coeff(C), tot.coeff(M))
    assert all(sp.expand(u-v) == 0 for u, v in zip(weights[name], want))
    if name == 'LS1DH':
        assert sp.expand(full-tot-s**2*(1-s)*(M-L)) == 0
        assert sp.expand(sp.diff(s**2*model, s)-2*s*L-3*s**2*(C-L)) == 0
    print(f"weights {name}: Ec {weights[name][0]}, MP2 {weights[name][1]}")

print("He double hybrids with PBE:")
for name, a in (('DS1DH', 0.5), ('1DH', 0.5), ('LS1DH', 0.5), ('prop', 0.5), ('LS1DH', 2**(-1/3))):
    if name == 'DS1DH':
        wc, ws, wm = 1.0, 1.0, a*a
    else:
        wc, ws, wm = float(weights[name][0].subs(s, a)), 0.0, float(weights[name][1].subs(s, a))
    Eh, D, e2 = he.hybrid(a, wc, ws, 1e-9)
    tot = Eh+wm*e2
    print(f"  {name} a={a:.4f}: w_Ec={wc:.4f} w_MP2={wm:.4f} hybrid={Eh:.6f} MP2={e2:.6f} Eh")
    print(f"    total={tot:.6f} Eh; minus FCI={tot-Efci:+.6f} Eh = {(tot-Efci)*EV:+.4f} eV")
    if name == 'LS1DH':
        print(f"    dropped a^2(1-a)(MP2-GL2) = {a*a*(1-a)*(e2-gl2):+.6f} Eh")
print("tests ok")
```

Running it gives:

```
s-only 2e ion: a = 0.6, Z = 2, Z/a = 3.3333
  Ec^a[n] = -0.005739 Eh; Ec[n_1/a] = -0.015941 Eh; a^2 Ec[n_1/a] = -0.005739 Eh
  int|n_1/a - n(Z/a)| = 1.8e-05 electrons
LiH/STO-3G, R = 3.0 bohr, PBE complement with density scaling
  a = 0.5: E0+E1 = -7.91144748 Eh; hybrid = -7.91144748 Eh
  a = 0.5: E2 = -0.00425200 Eh; MP2 = -0.01700799 Eh; a^2 MP2 = -0.00425200 Eh
  a = 0.5: max|dD/dal| = 4.7e-09
  a = 0.8: E0+E1 = -7.88616131 Eh; hybrid = -7.88616131 Eh
  a = 0.8: E2 = -0.00908156 Eh; MP2 = -0.01418994 Eh; a^2 MP2 = -0.00908156 Eh
  a = 0.8: max|dD/dal| = 1.5e-08
  control, reference (3/4)v_H, a = 0.8: max|dD/dal| = 9.16e-01
He 16s6p3d: exponents s 0.08*2^k, p 0.3*2.5^k, d 0.8*2.5^k bohr^-2
  E(FCI) = -2.902668 Eh; int|n_KS - n_FCI| = 2.1e-05 electrons
  Ts(Lieb) = 2.866208 Eh; Weizsaecker = 2.866208 Eh
  E_Hx = 1.024308 Eh; E_H/2 = 1.024308 Eh
  Ec = -0.041062 Eh; int Wc da = -0.041062 Eh
  GL2 sum = -0.046486 Eh; g(a->0) = -0.046482 Eh
  Wc(1) = -0.077282 Eh; affine 3Ec-GL2 = -0.076699 Eh
  Ec(PBE) on FCI density = -0.041826 Eh
  a=0.25: g=-0.045015 affine=-0.045130 prop=-0.010265 PBE=-0.044509 Eh
  a=0.5: g=-0.043623 affine=-0.043774 prop=-0.020531 PBE=-0.043836 Eh
  a=0.75: g=-0.042306 affine=-0.042418 prop=-0.030796 PBE=-0.042873 Eh
  max dev of g: affine 0.000151, constant 0.003953, prop 0.034749 Eh
weights 1DH: Ec 1 - a**2, MP2 a**2
weights LS1DH: Ec 1 - a**3, MP2 a**3
weights prop: Ec 1 - a**3, MP2 a**2
He double hybrids with PBE:
  DS1DH a=0.5000: w_Ec=1.0000 w_MP2=0.2500 hybrid=-2.886835 MP2=-0.040333 Eh
    total=-2.896919 Eh; minus FCI=+0.005749 Eh = +0.1564 eV
  1DH a=0.5000: w_Ec=0.7500 w_MP2=0.2500 hybrid=-2.887333 MP2=-0.040325 Eh
    total=-2.897414 Eh; minus FCI=+0.005253 Eh = +0.1430 eV
  LS1DH a=0.5000: w_Ec=0.8750 w_MP2=0.1250 hybrid=-2.892540 MP2=-0.040301 Eh
    total=-2.897578 Eh; minus FCI=+0.005090 Eh = +0.1385 eV
    dropped a^2(1-a)(MP2-GL2) = +0.000773 Eh
  prop a=0.5000: w_Ec=0.8750 w_MP2=0.2500 hybrid=-2.892540 MP2=-0.040301 Eh
    total=-2.902616 Eh; minus FCI=+0.000052 Eh = +0.0014 eV
  LS1DH a=0.7937: w_Ec=0.5000 w_MP2=0.5000 hybrid=-2.880186 MP2=-0.037302 Eh
    total=-2.898837 Eh; minus FCI=+0.003830 Eh = +0.1042 eV
    dropped a^2(1-a)(MP2-GL2) = +0.001194 Eh
tests ok
```
